# When a spherical vacuum pore in a dielectric binds an electron

## Problem

A dielectric contains a spherical pore of radius $a=0.5$ nm. Take the potential energy of an excess electron to be zero (the vacuum level) inside the pore and $V_0$ in the surrounding matrix, where $V_0$ is the height of the conduction edge above vacuum. The matrix is uniform and fills all space outside the pore. The electron has the free mass $m$ in both regions. A bound state is a normalizable state with energy $E<V_0$.

1. How high must the conduction edge lie for the pore to bind the electron? Show that your condition is both necessary and sufficient, and decide what happens at equality.
2. For $V_0=0.5$ eV, find the smallest binding radius, the binding energy, the decay length of the wave function and the probability of finding the electron in the pore.
3. Is this state a useful trap at 378 K, in a field of 1 MV/cm, in a film with 10 % porosity made of such pores?

Two variations follow the solution: a different electron mass in the matrix, and a matrix that the electron polarizes.

## Hints

**Hint 1.** Write the radial function as $R(r)=u(r)/r$. What must $u$ do at the origin? Use a bound state with angular momentum $l>0$ as a trial function for $l=0$.

**Hint 2.** Outside the pore a bound $u$ decays, so its slope at the wall has the opposite sign to $u$. How far must a sine that starts from zero have advanced before this is possible?

**Hint 3.** For the probability, use the matching condition to remove the trigonometric functions from the normalization integrals.

**Hint 4.** For the third question, compare the binding energy with $k_BT$ and with the energy that the field supplies over the size of the state. Compare that size with the distance between pores.

## Solution

### The s channel decides

Let $B=\hbar^2/2m=0.03810$ eV nm². With $\psi=(u/r)Y_{lm}$ the Schrödinger equation becomes

$$-B\,u''+\left[\frac{B\,l(l+1)}{r^2}+V(r)\right]u=E\,u,\qquad u(0)=0 .$$

The condition at the origin keeps $\psi$ regular there.

Suppose that a bound state exists for some $l>0$, with normalized radial function $u_l$ and energy $E_l<V_0$. It vanishes at the origin, so it is an allowed trial function for $l=0$. The s-wave Hamiltonian lacks the centrifugal term, hence

$$\langle H_{l=0}\rangle=E_l-B\,l(l+1)\left\langle \frac1{r^2}\right\rangle<E_l<V_0 .$$

The s-wave spectrum therefore reaches below $V_0$. Its continuum starts at $V_0$, so there is a bound s state. If no s state is bound, nothing is bound, and it suffices to study $l=0$.

If $V_0\le 0$, the potential is nowhere below $V_0$. The kinetic energy is positive, so every normalizable state has $\langle H\rangle>V_0$ and nothing is bound. From here on $V_0>0$. The potential is then nowhere negative, and the same argument gives $E>0$.

### Matching at the wall

Let $E_b=V_0-E>0$ be the binding energy below the matrix edge, and define

$$k^2=\frac{V_0-E_b}{B},\qquad \kappa^2=\frac{E_b}{B}.$$

Inside, $u''=-k^2u$ and $u(0)=0$ give $u=\sin kr$ up to a factor. Outside, $u''=\kappa^2u$, and normalizability leaves $u\propto e^{-\kappa r}$. For equal masses $u$ and $u'$ are continuous, so $u'/u$ is the same on both sides of $r=a$:

$$k\cot ka=-\kappa .$$

Multiply by $a$ and set $z=ka$ and $E_a=B/a^2$. Adding the definitions of $k^2$ and $\kappa^2$ gives a second relation:

$$z\cot z=-\kappa a,\qquad z^2+(\kappa a)^2=z_0^2,\qquad z_0^2=\frac{V_0}{E_a}. \tag{1}$$

### The threshold

*Necessary.* A bound state has $\kappa a>0$, so $\cot z<0$. For $0<z\le\pi/2$ the cotangent is not negative, hence $z>\pi/2$. The second relation in (1) gives $z_0>z$, so $z_0>\pi/2$.

*Sufficient.* Let $z_0>\pi/2$ and consider

$$f(z)=z\cot z+\sqrt{z_0^2-z^2}.$$

At $z=\pi/2$ the first term vanishes and $f>0$. If $z_0<\pi$, then $f(z_0)=z_0\cot z_0<0$. If $z_0\ge\pi$, then $f\to-\infty$ as $z$ approaches $\pi$ from below. In both cases $f$ is continuous in between and has a zero with $\pi/2<z<z_0$. There $\kappa a=\sqrt{z_0^2-z^2}>0$, so the zero is a bound state.

The condition $z_0^2>\pi^2/4$ reads

$$V_0>V_c=\frac{\pi^2}{4}E_a=\frac{\pi^2\hbar^2}{8ma^2}. \tag{2}$$

*Equality.* At $V_0=V_c$ and $E=V_0$ the inner function reaches the wall with zero slope and continues as a constant. The integral of $u^2$ then diverges, so this solution is not a bound state and the inequality is strict.

For the given pore,

$$E_a=\frac{0.03810}{0.25}=0.1524\ \text{eV},\qquad V_c=2.4674\times0.1524\ \text{eV}=0.376\ \text{eV}=6.02\times10^{-20}\ \text{J}.$$

Direct diagonalization of the radial Hamiltonian in large spheres, extrapolated to infinite size, also gives 0.376 eV.

Rounded to two digits the threshold is 0.38 eV, but the rounded number is not a strict limit. An edge at 0.378 eV already binds, by 6.3 µeV. The corresponding decay length is $\sqrt{0.0381/(6.34\times10^{-6})}$ nm $\approx78$ nm, so such a state would hardly belong to one pore.

Condition (2) says that a quarter of the interior wavelength must fit into the radius. In one dimension a symmetric well binds at any depth, because its ground state may start with zero slope at the centre. Here $u$ must start from zero, and turning it over costs kinetic energy.

A p state needs a deeper well. For $l=1$ the regular inner function is $u=\sin x/x-\cos x$ with $x=kr$, and it satisfies $du/dx=-u/x+\sin x$. At threshold the decaying outer function is $u\propto1/r$, with $u'/u=-1/a$. Matching requires $\sin z=0$, first at $z=\pi$. The p threshold is therefore $\pi^2E_a=4V_c=1.50$ eV. A bound state with $l>1$, used as a trial function for $l=1$, would imply a bound p state, so higher $l$ cannot bind below this edge either. A pore with an edge between 0.376 and 1.50 eV thus binds in the s channel alone.

### The state at $V_0=0.5$ eV

Solving $V_0=V_c$ for the radius gives the smallest binding radius at this edge:

$$a_c=\frac{\pi}{2}\sqrt{\frac{B}{V_0}}=1.5708\sqrt{\frac{0.0381}{0.5}}\ \text{nm}=0.434\ \text{nm}.$$

The pore exceeds it by about 15 %, so weak binding is expected. Its strength is $z_0=\sqrt{0.5/0.1524}=1.811$. The numerical root of (1) is $z=1.774$, with $\kappa a=0.3656$. Then

$$E_b=E_a(\kappa a)^2=0.1524\times0.1337\ \text{eV}=20.4\ \text{meV},\qquad \frac1\kappa=\frac{0.5}{0.3656}\ \text{nm}=1.37\ \text{nm}.$$

Diagonalization gives the same binding energy to this accuracy.

**How binding sets in.** Put $z=\pi/2+\delta$ with small $\delta$. Since $\cot(\pi/2+\delta)=-\tan\delta$, the first relation in (1) gives $\kappa a\approx\pi\delta/2$. In the second relation, $z^2\approx\pi^2/4+\pi\delta$, while $(\kappa a)^2$ is of second order. Thus $\pi\delta\approx z_0^2-\pi^2/4=(V_0-V_c)/E_a$, and

$$\kappa a\approx\frac{V_0-V_c}{2E_a},\qquad E_b\approx\frac{(V_0-V_c)^2}{4E_a}. \tag{3}$$

Binding starts quadratically, so crossing the threshold does not at once produce a useful trap. Relative to the matched value, (3) is in error by 0.7 % when $V_0$ is 1 % above $V_c$, and by 2.9 % when it is 4 % above. At $V_0=0.5$ eV it gives 25.2 meV, about 24 % too much.

**Probability in the pore.** With $u=\sin kr$ inside and $u=\sin z\,e^{-\kappa(r-a)}$ outside, the two normalization integrals are

$$I=\int_0^a\sin^2kr\,dr=\frac a2-\frac{\sin z\cos z}{2k},\qquad O=\sin^2z\int_a^\infty e^{-2\kappa(r-a)}dr=\frac{\sin^2z}{2\kappa}.$$

The matching condition gives $\cos z=-(\kappa/k)\sin z$. Together with $\sin^2z+\cos^2z=1$ this yields $\sin^2z=k^2/k_0^2$, where $k_0^2=k^2+\kappa^2=V_0/B$. Hence

$$I=\frac a2+\frac{\kappa}{2k_0^2},\qquad O=\frac{k^2}{2\kappa k_0^2},\qquad I+O=\frac a2+\frac{\kappa^2+k^2}{2\kappa k_0^2}=\frac a2+\frac1{2\kappa}.$$

Multiply numerator and denominator of $I/(I+O)$ by $2\kappa$ and use $\kappa^2/k_0^2=E_b/V_0$:

$$P=\frac{\kappa a+E_b/V_0}{1+\kappa a}=\frac{0.3656+0.0407}{1.3656}=0.298 .$$

About 70 % of the electron is in the matrix. Near threshold $\kappa a\to0$ and $P\to0$: the pore holds the state together while containing little of it.

There is a second way to obtain $P$. The Hamiltonian depends on $V_0$ through the potential outside the pore, so the Hellmann–Feynman theorem gives $dE/dV_0=1-P$. Since $E_b=V_0-E$, it follows that $dE_b/dV_0=P$. Differentiating the diagonalized levels numerically at $V_0=0.5$ eV gives 0.298 as well.

### Is it a trap?

**Temperature.** At 378 K, $k_BT=32.6$ meV and $E_b/k_BT=0.63$. The binding energy is smaller than the thermal energy, so it gives little protection against thermal release.

**Field.** Let $F$ be the force on the electron. A field of 1 MV/cm corresponds to $F=0.1$ eV/nm, taken as uniform. (Inside a spherical cavity the field is larger by $3\varepsilon/(2\varepsilon+1)$, which is 1.23 for a matrix permittivity $\varepsilon=2.3$; this only strengthens the conclusion.) The potential drop from the pore centre to the wall, $Fa=50$ meV, already exceeds $E_b$. Even if this drop is neglected, the barrier outside the pore falls along the force from $E_b$ to zero over only $w=E_b/F=0.20$ nm. The semiclassical tunnelling exponent is

$$2\int_0^{w}\sqrt{\frac{E_b-Fx}{B}}\,dx=\frac{2}{\sqrt B}\cdot\frac{2E_b^{3/2}}{3F}=\frac{4\kappa E_b}{3F}=0.20 .$$

The semiclassical formula is quantitative for large exponents. A value this far below one gives no reliable rate, but it shows that the barrier is too weak to hold the electron for long.

**Neighbouring pores.** At porosity $p=0.10$ the pore density is $p/(4\pi a^3/3)$, and its inverse cube root is

$$\left(\frac{4\pi a^3}{3p}\right)^{1/3}=\left(\frac{0.5236}{0.10}\right)^{1/3}\text{nm}=1.74\ \text{nm}.$$

This is close to the decay length of 1.37 nm. States of adjacent pores overlap strongly, and the isolated-pore model is not reliable for this state.

The first two comparisons give the same answer: within the flat-well model an isolated pore binds the electron, but it is not a useful trap under these conditions. The third adds a limit: at this porosity the electron has to be described in many pores at once, and the binding energy of a single pore no longer applies. Neither does its threshold: a constant trial function has energy $(1-p)V_0$, so the lowest state of the porous film lies at least $pV_0=50$ meV below the matrix edge, and below the edge for any $V_0>0$. A spherical-cell estimate with zero slope of $R$ at the cell boundary gives 88 meV. That state is spread over many pores and is not a trap.

## Variation 1: a different mass in the matrix

**Question.** The electron has effective mass $M$ in the matrix and $m$ in the pore. How does the threshold move?

**Solution.** Take $R$ and $R'/\text{mass}$ to be continuous at the wall, which conserves the probability current. The centrifugal term is positive with either mass, so the trial-function argument still holds and the s channel decides. Inside, $R=\sin(kr)/r$. Outside, $R\propto e^{-\kappa'r}/r$ with $\kappa'^2=2ME_b/\hbar^2$. The logarithmic derivatives give

$$\frac1m\left(k\cot ka-\frac1a\right)=-\frac1M\left(\kappa'+\frac1a\right).$$

Multiplying by $ma$ and rearranging,

$$z\cot z=1-\frac mM(1+\kappa'a). \tag{4}$$

The terms $1/a$ cancelled for equal masses and no longer do so. At threshold $\kappa'=0$, and the critical phase $z_c$ obeys

$$z_c\cot z_c=1-\frac mM,\qquad V_c=E_az_c^2 .$$

On $0<z<\pi$ the function $z\cot z$ falls steadily from 1 to $-\infty$, because its derivative $(\tfrac12\sin2z-z)/\sin^2z$ is negative. There is therefore one root $z_c$ in this interval. A bound state has $\kappa'>0$, which lowers the right side of (4). Hence $z>z_c$ and $V_0=E_az^2+E_b>V_c$. The continuity argument used above gives the converse.

A lighter matrix mass makes $1-m/M$ smaller, so $z_c$ and the threshold rise. For the illustrative value $M=0.5m$ the condition is $z_c\cot z_c=-1$, with root $z_c=2.029$, and

$$V_c=0.1524\times4.116\ \text{eV}=0.627\ \text{eV}.$$

Diagonalization with the unequal masses also gives 0.627 eV. With the radius held at 0.5 nm, an edge at 0.5 eV no longer binds.

In the opposite limit, $M\gg m$, the expansion $z\cot z\approx1-z^2/3$ gives $z_c^2\approx3m/M$. The threshold $3E_am/M$ then tends to zero, because a heavy electron costs little kinetic energy in the matrix.

## Variation 2: a matrix that polarizes

**Question.** The matrix has optical relative permittivity $\varepsilon=2.3$. Estimate how its polarization changes the threshold and the state at $V_0=0.5$ eV.

**Solution.** Replace the electron by a fixed charge at the pore centre. By Gauss's law the displacement is $D=e/4\pi r^2$ in magnitude, whatever the matrix, and the field energy density in the matrix is $D^2/(2\varepsilon_0\varepsilon)$. Relative to vacuum the energy changes by

$$W=\int_a^\infty\frac{D^2}{2\varepsilon_0}\left(\frac1\varepsilon-1\right)4\pi r^2dr=-\frac{e^2}{8\pi\varepsilon_0}\left(1-\frac1\varepsilon\right)\int_a^\infty\frac{dr}{r^2}=-\frac{e^2}{8\pi\varepsilon_0a}\left(1-\frac1\varepsilon\right).$$

For the given pore $W=-0.814$ eV. The pore floor thus lies below the vacuum level. The conduction edge needs no such correction, since the energy of an electron in the bulk matrix already includes the polarization around it.

Treat $W$ as a uniform shift of the floor. The well depth becomes $V_0+|W|$, and with equal masses (2) becomes

$$V_0>V_c-|W|=(0.376-0.814)\ \text{eV}=-0.44\ \text{eV}.$$

In this estimate the pore can bind even when the conduction edge lies below vacuum. With $M=0.5m$ the threshold is $0.627-0.814=-0.19$ eV.

At $V_0=0.5$ eV the depth is 1.314 eV, and solving (1) for this depth with equal masses gives $E_b=0.53$ eV. That is about 16 times $k_BT$ at 378 K. The marginal state has become a deep one.

This is an estimate of size. In the continuum model the polarization energy of an electron in the pore is weakest at the centre and grows without limit towards a sharp wall. The centre value therefore understates the attraction inside the pore, by an amount that depends on how the wall is smoothed. In the matrix close to the pore the same model repels the electron from the wall, which the estimate leaves out and which acts against binding. With both effects included and the divergences cut off between 0.3 and 0.05 nm from the wall, the threshold ranges from about $-0.5$ to $-1.3$ eV and the binding energy at $V_0=0.5$ eV from about 0.5 to 1.2 eV. The state stays deep, but the values $-0.44$ and 0.53 eV belong to the uniform shift alone. A better number needs a microscopic description of the wall, since a continuum is doubtful at half a nanometre. The matrix also needs a finite time to respond, which weakens the effect.

## Comparison with real dielectrics

The example's edge, permittivity and porosity are rough values for a porous saturated-hydrocarbon polymer. At higher porosity, pores of a given size lie closer together. In silica-like dielectrics the conduction edge lies below vacuum, by roughly 1 eV, so a flat pore there is a barrier; since polarization shifts are of the same order as this offset, the flat well does not settle whether a real pore binds. Real pores are also irregular, and their walls carry chemical groups and defects that may trap electrons by themselves. Polarization alone changes the result strongly: the centre value moves the threshold by 0.81 eV, more than twice the threshold itself, and the position-dependent continuum potential moves it by roughly 0.9 to 1.7 eV, depending on how the wall is smoothed. The value 0.376 eV is therefore a property of the flat, equal-mass well and should not be used alone to select a material. The numerical output below lists the single-pore values for the flat well and the uniform shift.

## Values computed for the example and the checks

```
Pore radius a: 0.50 nm
Matrix edge above vacuum V0 (rough): 0.50 eV
Optical relative permittivity (rough): 2.3
Porosity (rough): 10 %
Applied field: 1.0 MV/cm
Temperature of use: 378 K
Constant B = hbar^2/2m: 0.038100 eV nm^2
Energy scale Ea = B/a^2: 0.15240 eV
Threshold Vc, formula: 0.37603 eV
Threshold Vc, diagonalization: 0.37592 eV
Threshold Vc, in joules: 6.0247e-20 J
First p-state threshold, formula: 1.5041 eV
First p-state threshold, diagonalization: 1.5035 eV
Critical radius at V0: 0.4336 nm
Edge just above threshold: 0.378 eV
Binding energy at that edge: 6.34 microeV
Well strength z0 at V0: 1.8113
Interior phase z = ka: 1.7740
Exterior parameter kappa*a: 0.3656
Binding energy Eb, matching: 20.37 meV
Binding energy Eb, diagonalization: 20.38 meV
Binding energy, quadratic onset law: 25.21 meV
Onset-law error 4 % above Vc: 2.93 %
Onset-law error 1 % above Vc: 0.73 %
Amplitude decay length 1/kappa: 1.368 nm
Probability inside pore, formula: 0.2976
Probability inside pore, dEb/dV0 on grid: 0.2976
Thermal energy kT: 32.57 meV
Ratio Eb/kT: 0.625
Field barrier width Eb/(eF): 0.204 nm
Field tunnelling exponent: 0.199
Mean pore spacing (density^-1/3): 1.736 nm
Illustrative matrix mass / free mass: 0.50
Root z for that mass: 2.0288
Threshold for that mass, formula: 0.6273 eV
Threshold for that mass, diagonalization: 0.6271 eV
Polarization shift W at pore centre: -0.8139 eV
Polarization shift W, field integral: -0.8139 eV
Estimated edge threshold with W: -0.4379 eV
Same with the lighter matrix mass: -0.1866 eV
Well depth V0 + |W|: 1.3139 eV
Binding energy with W, matching: 0.5340 eV
Binding energy with W, diagonalization: 0.5341 eV
```
